\section*{Differential capacitance of an inversion-layer potential drop from its charge centroid}

\section{The error to be avoided}

A Schrödinger--Poisson solver returns the mean depth $z_c$ of the electrons in a channel. If the layer is then entered in a small-signal model as a plate capacitor of thickness $z_c$, its capacitance is smaller than the derivative of charge with respect to the electrons' own potential drop whenever $z_c$ decreases as electrons are added while that drop still rises. For the room-temperature silicon channel treated below, this gives $6.0\ \mu\mathrm{F/cm^2}$, whereas the derivative of the computed potential drop gives $8.5\ \mu\mathrm{F/cm^2}$. The plate formula treats the depth as fixed, but in this channel added charge moves the mean depth towards the surface.

If $z_c$ varies as the sheet density to the power $-1/3$, the correction is a factor $3/2$. What follows derives that factor, the origin of the exponent, and the replacement formula for other exponents. It also separates this capacitance from the one in series with the gate oxide, which is a different derivative and can lie below the plate value.

\section{Potential drop and capacitance}

The insulator occupies $z<0$ and the semiconductor $z>0$. Atomic units are used in the algebra, with permittivity $\varepsilon=\kappa/(4\pi)$ and $\kappa$ the relative permittivity. The electron number density is $n(z)$, and
\begin{equation}
N=\int_0^\infty n\,dz,\qquad z_c=\frac1N\int_0^\infty z\,n\,dz .
\end{equation}
Let $V$ be the electrostatic potential at the surface minus that deep inside, counting the inversion electrons and the gate charge that balances them. Depletion charge contributes a separate drop, because Poisson's equation is linear.

The electric field $F$ is positive when it points into the semiconductor. It vanishes deep inside. Gauss's law between $z$ and infinity gives $0-\varepsilon F(z)=-\int_z^\infty n\,dz'$, the right side being negative because electrons carry charge $-1$. Hence
\begin{equation}
F(z)=\frac1\varepsilon\int_z^\infty n(z')\,dz',\qquad F'(z)=-\frac{n(z)}{\varepsilon}.
\label{field}
\end{equation}
The drop is the integral of the field. Integration by parts gives
\begin{equation}
V=\int_0^\infty F\,dz=\bigl[zF\bigr]_0^\infty-\int_0^\infty zF'\,dz
=\frac1\varepsilon\int_0^\infty z\,n\,dz=\frac{Nz_c}{\varepsilon}.
\label{drop}
\end{equation}
The boundary term vanishes at the upper end because $z\int_z^\infty n\,dz'\le\int_z^\infty z'n\,dz'$, which tends to zero if the first moment is finite. The shape of $n$ does not matter otherwise.

Now change $N$, with temperature and depletion charge fixed. Define the local exponent
\begin{equation}
s=\frac{d\ln z_c}{d\ln N}=\frac{N}{z_c}\frac{dz_c}{dN}.
\end{equation}
Differentiating \eqref{drop} by the product rule,
\begin{equation}
\frac{dV}{dN}=\frac1\varepsilon\left(z_c+N\frac{dz_c}{dN}\right)=\frac{z_c(1+s)}{\varepsilon},
\end{equation}
and therefore
\begin{equation}
\boxed{C=\frac{dN}{dV}=\frac{\varepsilon}{z_c(1+s)}},\qquad
s=-\frac13\ \Rightarrow\ C=\frac32\,\frac{\varepsilon}{z_c}.
\label{result}
\end{equation}
In SI units the drop is $eNz_c/\varepsilon$ and the capacitance per area is $e\,dN/dV$. The two factors of $e$ cancel, so \eqref{result} keeps its form with the SI permittivity.

The plate value $\varepsilon/z_c$ equals $N/V$, the total charge divided by the total drop. It is the slope of a chord from the origin of the charge--voltage curve. The small-signal capacitance is the slope of the tangent. For $V\propto N^{2/3}$ the tangent is steeper by $3/2$. A layer of fixed depth has $s=0$, and the two slopes agree. As $s$ approaches $-1$ the drop ceases to depend on $N$, and $C$ diverges.

\section{Why the exponent can be $-1/3$}

Take one occupied subband, the Hartree approximation, a hard wall at $z=0$, constant mass $m$ normal to the surface, and no depletion charge. Let $\psi$ be the normalized envelope, so $n=N\psi^2$, and let $U$ be the electron's potential energy measured from the surface band edge. Since the electron charge is negative, $U'=F$, and
\begin{align}
-\frac{1}{2m}\psi''+U\psi&=E_0\psi, & U''&=-\frac N\varepsilon\psi^2,\\
\psi(0)=U(0)&=0, & U'(\infty)&=0.
\end{align}
Set $z=Lx$, $\psi=L^{-1/2}\chi(x)$, $U=u(x)/(mL^2)$ and $E_0=\eta/(mL^2)$. The factor $L^{-1/2}$ preserves normalization. Every term of the first equation then carries the factor $1/(mL^2)$, which cancels. In the second equation the left side becomes $u''/(mL^4)$ and the right side $-N\chi^2/(\varepsilon L)$. Thus
\begin{equation}
-\tfrac12\chi''+u\chi=\eta\chi,\qquad
u''=-\frac{mNL^3}{\varepsilon}\chi^2 .
\end{equation}
Choosing
\begin{equation}
L=\left(\frac{\varepsilon}{mN}\right)^{1/3}
\label{length}
\end{equation}
removes all parameters. The ground solution $\chi$ is the same for every density, so $z_c=L\int x\chi^2dx\propto N^{-1/3}$. Energies scale as $1/(mL^2)\propto N^{2/3}$.

This scaling needs every energy to change in the same proportion. Depletion charge adds a field that does not follow $N$. Temperature adds a fixed energy $k_BT$. Filling several subbands brings in the energy $N$ divided by the density of states, which varies as $N$ and not as $N^{2/3}$. Each of these can change $s$.

\section{A hand estimate with depletion charge}

Let $N_{\rm dep}$ be the sheet density of ionized acceptors. If the depletion width $W$ is much larger than the electron layer, the electrons see the additional potential energy $N_{\rm dep}z/\varepsilon$. Use the trial state
\begin{equation}
\psi=\sqrt{b^3/2}\;z\,e^{-bz/2}.
\end{equation}
It is normalized because $\int_0^\infty z^2e^{-bz}dz=2/b^3$, and its centroid is $(b^3/2)(6/b^4)=3/b$. The kinetic energy follows from
\begin{equation}
\int_0^\infty\psi'^2dz=\frac{b^3}{2}\int_0^\infty\left(1-bz+\frac{b^2z^2}{4}\right)e^{-bz}dz
=\frac{b^3}{2}\left(\frac1b-\frac1b+\frac1{2b}\right)=\frac{b^2}{4},
\end{equation}
which is to be divided by $2m$.

For the Hartree term, let $S(t)=\int_t^\infty\psi^2dz=e^{-bt}(1+bt+b^2t^2/2)$. By \eqref{field}, $U(z)=(N/\varepsilon)\int_0^zS\,dt$. Averaging over $\psi^2$ and exchanging the order of integration supplies a second factor $S$:
\begin{align}
\langle U\rangle&=\frac N\varepsilon\int_0^\infty S^2dt
=\frac{N}{\varepsilon b}\int_0^\infty e^{-2y}\left(1+2y+2y^2+y^3+\frac{y^4}{4}\right)dy\nonumber\\
&=\frac{N}{\varepsilon b}\left(\frac12+\frac12+\frac12+\frac38+\frac3{16}\right)=\frac{33N}{16\,\varepsilon b}.
\end{align}
The total energy counts each electron pair once, so half of this average enters the energy per electron:
\begin{equation}
w(b)=\frac{b^2}{8m}+\frac{1}{\varepsilon b}\left(3N_{\rm dep}+\frac{33N}{32}\right).
\end{equation}
Setting $dw/db=0$ gives $b/(4m)=(3N_{\rm dep}+33N/32)/(\varepsilon b^2)$, or
\begin{equation}
b^3=\frac{12m}{\varepsilon}\left(N_{\rm dep}+\frac{11N}{32}\right),\qquad z_c=\frac3b.
\end{equation}
This is a minimum, since both terms of $w$ are convex for $b>0$. Taking the logarithm of $z_c$ and differentiating at fixed $N_{\rm dep}$,
\begin{equation}
s\simeq-\frac13\,\frac{11N/32}{N_{\rm dep}+11N/32}.
\label{trial}
\end{equation}
For $N_{\rm dep}\ll N$ this recovers the factor $3/2$. For $N_{\rm dep}\gg N$ the field is set by the acceptors, $s$ tends to zero and the factor tends to one. When $N_{\rm dep}=11N/32$, $s=-1/6$ and the factor is $6/5$.

\section{The capacitance in series with the oxide}

The gate voltage is measured against the Fermi level of the channel. Apart from constants, it is the oxide drop plus $E_F$ measured from the surface band edge. At fixed depletion charge, the semiconductor therefore contributes $C_{\rm inv}=dN/dE_F$ in series with the oxide. This is a different derivative from $dN/dV$.

In the one-subband model at zero temperature, let there be $g$ equivalent valleys with density-of-states mass $m_d$. With two spins the density of states is $gm_d/\pi$, so $E_F=E_0+\pi N/(gm_d)$. Since $E_0\propto N^{2/3}$ without depletion,
\begin{equation}
\frac1{C_{\rm inv}}=\frac{dE_F}{dN}=\frac{2E_0}{3N}+\frac{\pi}{gm_d}.
\label{cinv}
\end{equation}
By contrast, $dV/dN=2V/(3N)$. The rule \eqref{result} should not be inserted as the whole semiconductor capacitance without comparing the two.

If the body is in equilibrium with the channel, the distance from $E_F$ to the deep band edge is fixed, so $dE_F=dV+dV_{\rm dep}$. For uniform acceptor density $N_A$, $N_{\rm dep}=N_AW$ and $V_{\rm dep}=N_AW^2/(2\varepsilon)=N_{\rm dep}^2/(2\varepsilon N_A)$. Hence $dV_{\rm dep}=(W/\varepsilon)\,dN_{\rm dep}$. The direct effects of $dN_{\rm dep}$ on $E_F$ and $V$ are of order $z_c/\varepsilon$ and may be dropped when $z_c\ll W$, leaving
\begin{equation}
\frac{dN_{\rm dep}}{dN}\simeq\frac{\varepsilon}{W}\left(\frac1{C_{\rm inv}}-\frac1C\right).
\label{follow}
\end{equation}
A small change of depletion charge thus reconciles the two derivatives. If the depletion charge is held strictly fixed, the body bias has to change instead.

\section{Silicon example}

The parameters are rough values for a silicon (100) n-channel in strong inversion: $N=10^{13}\ \mathrm{cm^{-2}}$, $\kappa=11.7$, and longitudinal and transverse masses $0.916$ and $0.19$ electron masses. The lowest subband has $m=0.916$, $m_d=0.19$ and $g=2$.

\subsection{One subband without depletion}

The self-consistent centroid is $1.455$ nm. The trial state gives $1.521$ nm, about $5\%$ larger. At half and double the density the numerical centroids are $1.833$ and $1.155$ nm, so
\begin{equation}
s=\frac{\ln(1.155/1.833)}{\ln4}\simeq-0.333 .
\end{equation}
The plate value is $\varepsilon/z_c=7.12\ \mu\mathrm{F/cm^2}$, and $3/2$ of it is $10.68\ \mu\mathrm{F/cm^2}$.

An independent test uses drops obtained by integrating Poisson's equation at $0.95N$ and $1.05N$. They are $0.217443$ and $0.232443$ V. The full inversion charge is $1.602\ \mu\mathrm{C/cm^2}$, so the charge step is one tenth of that:
\begin{equation}
C=\frac{0.1602}{0.232443-0.217443}\simeq10.68\ \mu\mathrm{F/cm^2}.
\end{equation}
The values agree to the digits shown. The numbers in this example come from a $0.04$ nm mesh. Refining it raises both drops by about $5\times10^{-5}$ V, raises $E_0$ by $10^{-4}$ eV and moves the centroids by up to $0.001$ nm, while the capacitances change by less than $0.01\ \mu\mathrm{F/cm^2}$.

For the series capacitance, $E_0=0.1991$ eV and $E_F=0.2621$ eV. Multiplying \eqref{cinv} by $N$ gives a voltage of $\tfrac23(0.1991)+0.0630=0.1957$ V, hence $C_{\rm inv}=1.602/0.1957\simeq8.19\ \mu\mathrm{F/cm^2}$ ($8.18$ in the limit of a fine mesh). Using $10.68$ in its place would overestimate it by $30\%$.

This limit is a scaling reference, not a complete channel. Its Fermi level lies above the deep band edge, at $0.225$ eV, so electrons could leave the layer for the flat region behind it. At this density a depletion field or a back barrier is needed to hold them.

\subsection{Depletion, temperature and more subbands}

Now fix $N_{\rm dep}=10^{12}\ \mathrm{cm^{-2}}$ and $N_A=10^{17}\ \mathrm{cm^{-3}}$, which give $W=100$ nm. With one subband, the centroid falls to $1.318$ nm and $s=-0.253$. The estimate \eqref{trial} gives $-0.258$. The factor $Cz_c/\varepsilon$ is $1.34$, appreciably below $3/2$. This too is a reference model: its Fermi level, $0.277$ eV, lies within about $1$ meV of the next level of each ladder, so further subbands begin to fill at this density. With both ladders allowed, the factor is about $1.12$ at $20$ K and $1.18$ at $77$ K.

At $300$ K, with both valley ladders included, the lowest subband holds $69\%$ of the electrons. The centroid is $1.733$ nm and $s=-0.295$. From the $3/2$ value of $8.97\ \mu\mathrm{F/cm^2}$, the plate value is $8.97/1.5=5.98$, and
\begin{equation}
C=\frac{5.98}{1-0.295}\simeq8.48\ \mu\mathrm{F/cm^2}.
\end{equation}
This matches the finite-difference value. The $3/2$ rule is $5.7\%$ too high relative to it, while the plate formula is about $30\%$ too low.

The whole inversion capacitance is $8.42\ \mu\mathrm{F/cm^2}$, close to $C$ in this case. Such closeness cannot be assumed: in the same model at $N=10^{12}\ \mathrm{cm^{-2}}$, $C=4.06$ and $C_{\rm inv}=2.94\ \mu\mathrm{F/cm^2}$. Here $\varepsilon/W=5.98\times1.733/100\simeq0.104\ \mu\mathrm{F/cm^2}$, and \eqref{follow} gives $dN_{\rm dep}/dN$ of about $10^{-4}$. Holding the depletion charge fixed is therefore a good approximation for this response. Equation \eqref{follow} holds for any fixed body bias. The round values chosen here place the deep band edge $0.78$ eV above $E_F$, against about $0.98$ eV in equilibrium, which corresponds to a forward body bias near $0.2$ V. At zero bias $N_{\rm dep}\simeq1.12\times10^{12}\ \mathrm{cm^{-2}}$, the factor is $1.39$ and $C\simeq8.52\ \mu\mathrm{F/cm^2}$.

\section{Effects outside the Hartree hard-wall model}

Exchange and image repulsion were added one at a time to the one-subband model with depletion, whose centroid is $1.318$ nm.

For local exchange, two equally filled valleys have $k_F=(3\pi^2n/2)^{1/3}$. Treating the gas as locally uniform and isotropic, an electron added at $k_F$ has exchange energy
\begin{equation}
v_x=-\int_{k<k_F}\!\frac{d^3k}{(2\pi)^3}\frac{4\pi}{\kappa|\mathbf k-\mathbf k_F|^2}
=-\frac{k_F}{\pi\kappa}\int_0^1x\ln\frac{1+x}{1-x}\,dx=-\frac{k_F}{\pi\kappa}.
\end{equation}
The angular integral produces the logarithm, with $x=k/k_F$, and the last integral equals one. This attraction reduces the centroid to $1.267$ nm. The factor stays at $1.34$. The local formula assumes a three-dimensional gas and overstates the shift for a single quantized subband: Hartree--Fock exchange for that subband, with one envelope for all in-plane wave vectors, gives $1.291$ nm and a factor of $1.35$.

For the image force, take thick oxide of relative permittivity $\kappa_{\rm ox}=3.9$. An electron at depth $z$ has an image $\beta$ times its charge at $-z$. Let the potential in the oxide be that of $\tau$ times the electron's charge at its true position. Continuity of potential and of normal displacement require $(1+\beta)/\kappa=\tau$ and $1-\beta=\kappa_{\rm ox}\tau$, so $\beta=(\kappa-\kappa_{\rm ox})/(\kappa+\kappa_{\rm ox})$. The energy is $\beta/(4\kappa z)$: the separation is $2z$, and a further half arises because the image grows with the charge. This repulsion raises the centroid to $1.387$ nm and the factor to $1.36$. It is the image of one electron alone. The image of its exchange hole cancels part of it: starting from the Hartree--Fock layer at $1.291$ nm, the centroid rises to $1.358$ nm without that term and to $1.339$ nm with it. A nearby metal gate would alter it.

Penetration into the oxide acts the other way. For a barrier $\Phi$ much larger than the subband energy, the oxide tail is $e^{qz}$ with $q=\sqrt{2m_{\rm ox}\Phi}$. Continuity of $\psi'/m$ gives $\psi(0)/\psi'(0^+)=m_{\rm ox}/(mq)\equiv\delta$. To leading order the wall moves to $-\delta$ and the layer follows it. Rough values of $3.1$ eV and $m_{\rm ox}=0.5$ give $\delta=0.086$ nm. A finite-barrier calculation in the mean layer field gives a shift of $0.088$ nm.

A constant shift also changes the exponent. If $z_c=z_h-\delta$ with $z_h\propto N^{-1/3}$, then $dV/dN=(\tfrac23z_h-\delta)/\varepsilon$. For the depletion-free centroid $z_h=1.455$ nm, the factor becomes $(1.455-0.086)/(0.970-0.086)\simeq1.55$. A small change of centroid can thus move the factor above $3/2$. For the ladder with $m=0.19$ the same formula gives $\delta=0.41$ nm. With the finite barrier applied to both ladders, the $300$ K example changes to a centroid of about $1.61$ nm, a factor of $1.46$ and $C\simeq9.4\ \mu\mathrm{F/cm^2}$, about $10\%$ above the hard-wall value of $8.48$.

\section{Use in a device calculation}

Compute $z_c$ at two densities around the operating point, with temperature and depletion charge fixed, and use their logarithmic slope in \eqref{result}. In the $300$ K example, densities $N/2$ and $2N$ give $-0.290$ against the local $-0.295$. The result is $C=dN/dV$, not the capacitance $C_{\rm inv}=dN/dE_F$ in series with the oxide, which should be computed from $E_F$ directly. In the $300$ K model the plate value, $C$ and $C_{\rm inv}$ are $3.53$, $4.06$ and $2.94\ \mu\mathrm{F/cm^2}$ at $N=10^{12}\ \mathrm{cm^{-2}}$, and $3.95$, $4.91$ and $4.26$ at $2\times10^{12}\ \mathrm{cm^{-2}}$. At $N=10^{13}$, $N_{\rm dep}=8\times10^{12}\ \mathrm{cm^{-2}}$ and $N_A=5\times10^{18}\ \mathrm{cm^{-3}}$ they are $10.2$, $11.2$ and $9.4$. In these cases $C$ is further from $C_{\rm inv}$ than the plate value is. An error $\Delta s$ gives a relative capacitance error of about $-\Delta s/(1+s)$. Near $s=-0.295$, an error of $+0.05$ in the slope lowers $C$ by about $7\%$.

The density and temperature of the example are representative of a silicon transistor in its on state. Its doping is light compared with many short-channel bulk devices. Heavier doping raises $N_{\rm dep}$ and, by \eqref{trial}, moves the factor towards one; at $N_{\rm dep}=3.4\times10^{12}\ \mathrm{cm^{-2}}$ and the same $N$ the estimate is $1.2$. In a very thin film with one gate, where the film thickness fixes the electron profile, $s$ is near zero. For an undoped hard-wall film at the same $N$ and $300$ K the factor is $1.07$ at $2$ nm, $1.25$ at $4$ nm, $1.47$ at $7$ nm and $1.61$ at $10$ nm, so the plate formula is closer to $C$ than the $3/2$ rule only below about $4$ nm. With the finite oxide barrier on both faces the factor is $1.24$ at $3.5$ nm, $1.29$ at $4$ nm and $1.54$ at $7$ nm, which moves this limit to about $3.6$ nm. The oxide field in the example is $5.1$ MV/cm, about half of a rough breakdown field of $10$ MV/cm.

Correlation, nonparabolic bands, interface roughness and gate leakage are not included, so the computed capacitances are model values rather than predictions for a particular device. The numerical output below lists the inputs and the main results at $N=10^{13}\ \mathrm{cm^{-2}}$.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (rough silicon (100) values)
Inversion sheet density: 1e+13 cm^-2
Inversion charge magnitude: 1.602 uC/cm2
Depletion sheet density: 1e+12 cm^-2
Acceptor density: 1e+17 cm^-3
Depletion width: 100 nm
Temperature of full model: 300 K
Relative permittivity, silicon and oxide: 11.7, 3.9
Longitudinal, transverse mass: 0.916, 0.19 m_e
ONE SUBBAND, NO DEPLETION
Centroid: 1.455 nm
Trial-state centroid: 1.521 nm
Centroid at half density: 1.833 nm
Centroid at double density: 1.155 nm
Exponent over this range: -0.3335
Drop from Poisson integration: 0.22501 V
Drop from centroid: 0.22501 V
Drop at 0.95 N: 0.217443 V
Drop at 1.05 N: 0.232443 V
eps/z_c: 7.121 uF/cm2
Drop capacitance, finite difference: 10.68 uF/cm2
Drop capacitance, 3/2 rule: 10.68 uF/cm2
Ground level: 0.1991 eV
Fermi level: 0.2621 eV
Deep band edge: 0.225 eV
Whole inversion capacitance: 8.185 uF/cm2
ONE SUBBAND WITH DEPLETION
Centroid: 1.318 nm
Local exponent: -0.2531
Trial-state exponent: -0.2582
Factor C*z_c/eps: 1.339
BOTH LADDERS, DEPLETION, ROOM TEMPERATURE
Centroid: 1.733 nm
Lowest-subband share: 68.91 %
Local exponent: -0.2952
Factor C*z_c/eps: 1.419
Actual drop capacitance: 8.482 uF/cm2
3/2 rule with this centroid: 8.969 uF/cm2
Error of 3/2 rule: 5.738 %
Whole inversion capacitance: 8.418 uF/cm2
OTHER EFFECTS (one subband with depletion)
Centroid with local exchange: 1.267 nm
Factor with local exchange: 1.339
Centroid with image repulsion: 1.387 nm
Oxide barrier and mass (rough): 3.1 eV, 0.5 m_e
Centroid shift by oxide penetration: -0.08801 nm
Shift from barrier formula: -0.08558 nm
Oxide field: 5.104 MV/cm
Rough oxide breakdown field: 10 MV/cm
\end{verbatim}
